# When an evaporating sphere loses radius linearly, and when squared radius

**The argument under review**

The manuscript considers a copper sphere of initial radius 1000 nm subliming in vacuum at 1300 K. Its central argument, in summary, runs as follows. Atoms leave through the surface. The surface area is proportional to $r^2$, so evaporation removes area at a constant rate. A plot of $r^2$ against time is therefore a straight line, and its early slope gives the lifetime.

Atoms do leave through the surface, and its area is proportional to $r^2$. The conclusion does not follow from these two facts. The straight line in $r^2$ belongs to a different transport problem, in which the vapour must diffuse away through a gas. I first work out what the authors' premises imply, then what a gas changes, and then how far the assumption of constant temperature can be trusted.

**What a loss proportional to area implies**

Let $\Omega$ be the volume per atom in the solid and $J$ the net number of atoms leaving unit area per unit time. The sphere contains $N=4\pi r^3/(3\Omega)$ atoms. Differentiating $N$ and equating the result to the loss through the surface gives

$$\frac{dN}{dt}=\frac{4\pi r^2}{\Omega}\frac{dr}{dt}=-4\pi r^2J .$$

The area appears on both sides and cancels:

$$\frac{dr}{dt}=-\Omega J .$$

The time dependence of $r$ is thus decided by how the flux $J$ depends on $r$. If $J$ is constant, the total loss is proportional to area, as the authors say, and the radius falls at a constant rate. The squared radius then obeys $d(r^2)/dt=2r\,dr/dt=-2\Omega Jr$, which is not constant: it falls to zero along with $r$.

It remains to show that $J$ is constant in vacuum. Consider first a surface in equilibrium with its own vapour, at pressure $p$ and number density $n_s=p/(k_BT)$. The number of vapour atoms of mass $m$ striking unit area per unit time is the density times the Maxwell average of the normal speed $v$, taken only over atoms moving towards the surface:

$$n_s\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=n_s\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}
=n_s\sqrt{\frac{k_BT}{2\pi m}} .$$

The mean speed is $\bar v=\sqrt{8k_BT/(\pi m)}$, so the last square root equals $\bar v/4$. Let a fraction $\alpha$ of the incident atoms condense. In equilibrium the solid must emit as many atoms as it captures, so it emits $\alpha n_s\bar v/4$. I assume that emission depends on the state of the solid alone and continues unchanged when the vapour is removed. With no atoms returning, the vacuum flux is

$$J_0=\frac{\alpha n_s\bar v}{4}=\frac{\alpha p}{\sqrt{2\pi mk_BT}} .$$

At fixed temperature, and with $p$ and $\alpha$ independent of size, this contains no $r$. Hence

$$r=r_0-kt,\qquad k=\Omega J_0 ,$$

where $r_0$ is the initial radius. Nothing here requires a solid: an isothermal liquid drop in vacuum with the same properties would follow the same law.

**Where the squared-radius law comes from**

Now surround the sphere with a still gas and let $D$ be the diffusivity of the vapour in it. In a steady state the same number of atoms per unit time, $I$, crosses every concentric sphere of radius $R$:

$$I=-4\pi R^2D\frac{dn}{dR}.$$

Integrating from $R$ to infinity, where the vapour density is zero, gives $n(R)=I/(4\pi DR)$. Let $n_a$ be the density just outside the surface. Then $I=4\pi Drn_a$, and the flux per unit area is

$$J=\frac{I}{4\pi r^2}=\frac{Dn_a}{r}.$$

The total loss is now proportional to $r$, not to $r^2$. A small sphere has a steeper density gradient and loses more per unit area.

Using the steady profile is justified because the vapour is so dilute. The profile adjusts in a time of order $r^2/D$, whereas the diffusion-limited lifetime found below is $r_0^2/(2D\Omega n_s)$. At $r=r_0$ the ratio of the two is $2\Omega n_s$. In the example $\Omega n_s=9.33\times10^{-12}$. The last part of the adjustment is slow: for fixed $r$ and $n_a$, the flux exceeds its steady value by a fraction $r/\sqrt{\pi Dt}$. After a time equal to the diffusion-limited lifetime, this fraction is only about $2\times10^{-6}$.

The density $n_a$ is fixed by what happens at the surface. The solid emits $\alpha n_s\bar v/4$ and recaptures approximately $\alpha n_a\bar v/4$, so

$$J=\frac{\alpha\bar v}{4}(n_s-n_a).$$

From the diffusion result, $n_a=Jr/D$. Substituting this and collecting the terms in $J$ gives

$$J\left(1+\frac{\alpha\bar v\,r}{4D}\right)=\frac{\alpha\bar v n_s}{4}
\quad\Longrightarrow\quad
J=\frac{J_0}{1+r/\ell},\qquad \ell=\frac{4D}{\alpha\bar v}.$$

The length $\ell$ compares the two obstacles to escape: leaving the surface and crossing the gas. Since $dr/dt=-\Omega J$, separating the variables gives

$$\left(1+\frac r\ell\right)dr=-k\,dt .$$

Integrating from $r_0$ at $t=0$ to $r$ at $t$, and multiplying by $2\ell$,

$$r_0^2-r^2+2\ell(r_0-r)=2\ell kt .$$

Setting $r=0$ gives the lifetime

$$\tau=\frac{r_0}{k}\left(1+\frac{r_0}{2\ell}\right).$$

When $r_0\ll\ell$, the quadratic terms are negligible and $r=r_0-kt$ returns. When $r\gg\ell$, the linear terms are negligible and

$$r^2=r_0^2-2\ell kt=r_0^2-2D\Omega n_st .$$

The last step uses $\ell k=(4D/\alpha\bar v)(\Omega\alpha n_s\bar v/4)=D\Omega n_s$. The coefficient $\alpha$ has cancelled: when diffusion is the bottleneck, the vapour next to the surface is nearly saturated, however readily atoms cross the interface. A sphere that starts with $r_0\gg\ell$ does not keep the squared-radius law to the end. Once it has shrunk well below $\ell$, its radius falls linearly.

**Why the gas changes the law, and how good the joining formula is**

The physical cause is the return of emitted atoms. A random-flight model shows this directly. Atoms leave an absorbing sphere with $\alpha=1$, fly at one speed $\bar v$ with mean free path $\lambda$, and scatter isotropically. The mean square length of an exponentially distributed flight is $2\lambda^2$, and there are $\bar vt/\lambda$ flights in time $t$. Equating the mean square displacement $2\lambda\bar vt$ to $6Dt$ gives $D=\lambda\bar v/3$, hence $\ell=4\lambda/3$. The joining formula then predicts an escape probability $J/J_0=1/(1+3r/4\lambda)$.

| $\lambda/r$ | escape, random flights | joining formula |
|---|---|---|
| 0.03 | 0.0393 | 0.0385 |
| 0.10 | 0.1239 | 0.1176 |
| 1.00 | 0.6517 | 0.5714 |
| 10.00 | 0.9637 | 0.9302 |

The random-flight values have a sampling error of up to about 0.001. At $\lambda/r=10$ nearly every atom escapes, and the loss follows the area. At $\lambda/r=0.03$ about 96% return to the sphere. The formula has the correct trend at both ends, but it is an interpolation. Among these four cases its largest shortfall is at $\lambda=r$, where the random-flight escape is 14% above it. Two of its assumptions cannot be exact when $\lambda$ is comparable with $r$: it treats the incoming atoms near the surface as half of a local equilibrium gas, and it uses the diffusion law right up to the surface, within a mean free path of it.

**Numbers for the copper sphere**

I take rough values for solid copper at 1300 K: saturation pressure $10^{-4}$ Torr, density 8.40 g/cm³ and $\alpha=1$. The digits quoted below follow from treating these inputs as exact; they allow comparison between cases and do not express the accuracy of a prediction for real copper. The atomic volume is 0.01256 nm³ and the mean speed is 658.1 m/s. The vacuum recession speed is

$$k=\frac{(\Omega n_s)\bar v}{4}
=\frac{9.33\times10^{-12}\times658.1\ \mathrm{m/s}}{4}
=1.535\ \mathrm{nm/s}.$$

For the gas I take argon, with $D=2.0$ cm²/s at 760 Torr and $D$ inversely proportional to pressure at fixed temperature. At 760 Torr this gives $\ell=1216$ nm. Three cases separate the effects of pressure and size, with the sphere held at 1300 K throughout.

*Case A: 1000 nm, $10^{-6}$ Torr.* Here $r_0/\ell$ is about $10^{-9}$, and the lifetime is $1000/1.535$ s, or 651 s. The formal value of $\ell$ is about $9\times10^{11}$ nm, larger than any ordinary chamber. Atoms therefore reach a wall before they diffuse, and the linear law requires that the wall does not send them back.

*Case B: 1000 nm, 760 Torr.* Only the pressure has changed. Now $r_0/\ell=0.823$, and the lifetime is $651.3\,(1+0.823/2)$ s, or about 919 s. Even at atmospheric pressure this sphere is not in the diffusion limit. It lies where the joining formula is least accurate, so the lifetime may be too long by an amount of order 10%. Copper atoms are heavier than argon atoms and do not scatter isotropically, so the random-flight error is a guide and not a correction.

*Case C: 100000 nm, 760 Torr.* Only the size has changed from case B. With $r_0/\ell=82.3$, the lifetime is $2.74\times10^6$ s, about 32 days. This assumes that the sphere is held at rest in the gas (a free one of this size would fall fast enough for the flow to matter) and that copper is removed far away throughout. This sphere follows the squared-radius law closely for most of its life. The rate at which $r^2$ falls is the limiting rate multiplied by $1/(1+\ell/r)$: about 1% below the limit at the start, 9% below it at $r=10\ell$, and half of it at $r=\ell$, which is roughly 1% of the initial radius.

The radius at half the lifetime distinguishes the laws. The linear law gives $r/r_0=1/2$, and the squared-radius law gives $1/\sqrt2\approx0.707$. For the general case, write $y=r/r_0$ and $x=r_0/\ell$. Putting $t=\tau/2$ in the integrated law leaves half of the initial value of $r^2+2\ell r$:

$$xy^2+2y=\frac{x+2}{2}
\quad\Longrightarrow\quad
y=\frac{-1+\sqrt{1+x(x+2)/2}}{x}.$$

For $x=0.823$ this gives 0.571. A numerical integration of the atom count, with the flux taken from a discretized diffusion equation, gives 0.5000, 0.5714 and 0.7036 for cases A, B and C.

The authors' extrapolation can now be assessed. After one tenth of the life in vacuum, $r=0.9r_0$, so $r^2$ has already lost $1-0.81=0.19$ of its initial value. A straight line in $r^2$ then predicts a lifetime of $0.1/0.19=0.526$ of the true one. For case A the manuscript's procedure would be wrong by nearly a factor of two. The opposite mistake is just as serious: in case C, a line drawn through $r$ over the first tenth of the life predicts 1.93 times the true lifetime.

**Is the sphere isothermal?**

The linear law has a condition that the manuscript does not examine. Each subliming atom carries away an energy $L$, here taken as 3.40 eV. Suppose this is supplied only by radiation from surroundings at $T_w=1300$ K that return no copper. With emissivity $\varepsilon$ and Stefan–Boltzmann constant $\sigma$, the steady balance is

$$4\pi r^2\varepsilon\sigma(T_w^4-T^4)=4\pi r^2J_0(T)L .$$

The area cancels again. If $\varepsilon$ does not depend on size, neither does the settled temperature. The sphere runs slightly cold, but its radius still falls linearly. To find the temperature, let the saturation pressure vary as $p\propto e^{-L/k_BT}$, with the value above at 1300 K. With $\varepsilon=0.040$, a coupled calculation of radius and temperature gives a cooling of 3.1 K. The time to shrink to $0.1r_0$ rises from 586 s to 630 s, or by 7%. Half of that time is spent on the first half of the shrinkage, as linearity requires.

A sphere smaller than the thermal wavelength need not have a constant emissivity. As a simple stand-in, let $\varepsilon$ be proportional to $r$, starting from the same 0.040. The heating per unit area then weakens as the sphere shrinks. The cooling reaches 21 K at $0.1r_0$, and the time to get there is 691 s, which is 18% longer than in the isothermal case. The first half of the shrinkage takes 46.6% of this time, so the sphere slows down as it goes. This emissivity is not a computed optical property of copper. The emissivity of a real metal sphere of this size can first rise slightly as the sphere shrinks, and fall only when the radius is well below the thermal wavelength. The stand-in shows that a vacuum alone does not guarantee a straight line in $r$; it does not give the size or the sign of the departure for copper.

Curvature acts in the other direction. Removing one atom reduces the surface energy by $\gamma\,dA/dN$, where $\gamma$ is the surface energy per unit area and $A=4\pi r^2$:

$$\gamma\frac{dA}{dN}=\gamma\,\frac{8\pi r\,dr}{4\pi r^2\,dr/\Omega}=\frac{2\gamma\Omega}{r}.$$

An atom in the sphere therefore has a chemical potential higher by $2\gamma\Omega/r$ than one in a flat solid. The chemical potential of the vapour contains the pressure as $k_BT\ln p$, so equality of the two raises the equilibrium pressure by the factor $\exp(a/r)$, with $a=2\gamma\Omega/(k_BT)$. For $\gamma=1.50$ J/m², $a=2.1$ nm. The isothermal life in case A is shortened by 1.4%. The constant-speed law fails only near the end, when $r$ is no longer large compared with $a$.

**Relation to a real copper source**

Bulk copper melts some tens of kelvin above the temperature used here, so the example describes a solid particle for nearly all of its life. The melting point falls with size, and the particle probably melts at a radius of several nanometres, before $r$ reaches $a$; the last part of the curvature estimate is therefore rough. A copper source hot enough for a vapour pressure of order $10^{-2}$ Torr would be molten, and the pressure used here is low by comparison. The recession speed is sensitive to temperature: a sphere 10 K hotter recedes 26% faster in this model. At fixed temperature, an error in the vapour pressure, or a contaminated surface with $\alpha<1$, changes the vacuum speed in direct proportion. With radiative heating the response is weaker, because faster sublimation cools the sphere more. Collisions within the copper vapour are unimportant in case A, where their estimated mean free path is about $3\times10^6$ times the initial radius. A crystal may also develop facets, an effect I have not estimated.

**What the authors should change**

The vacuum lifetime should be obtained from $r$ against $t$, and the claim about $r^2$ restricted to diffusion through a gas with $r\gg\ell$. The measured curve should also be examined for the sign of any departure from a straight line in $r$. Gas diffusion gives $-dr/dt=k/(1+r/\ell)$, which increases as the sphere shrinks. Radiative heating that weakens per unit area as the sphere shrinks makes the recession slow down instead. If the gas far from the sphere stays free of copper vapour, a recession that slows down therefore cannot be explained by gas diffusion alone. In a closed vessel whose walls return copper, vapour can build up and slow the recession. The sphere can saturate a volume equal to its own divided by $\Omega n_s$: about 0.45 cm³ for the 1000 nm sphere, but about 450 litres for case C, which would stop shrinking almost at once on the scale of its lifetime in an ordinary sealed vessel. One that speeds up does not prove that a gas is responsible, because curvature, or an emissivity that rises as the sphere shrinks, acts in the same direction. The effects of gas and radiation should not simply be added, because a gas also exchanges heat with the sphere, which the radiative model leaves out. The gas pressure and the sphere's temperature should be reported with the curve. The numerical output gives the inputs and results for the cases discussed here.

## Computed results

```
INPUTS (rough, solid Cu)
temperature = 1300 K
saturation pressure = 1.0e-04 Torr
density = 8.40 g/cm3
evaporation coefficient = 1.0
D in argon at 760 Torr = 2.0 cm2/s
sublimation energy = 3.40 eV/atom
surface energy = 1.50 J/m2
emissivity at r0 = 0.040
vapour collision diameter = 0.30 nm
RATES
atomic volume = 0.01256 nm3
mean thermal speed = 658.1 m/s
vacuum flux = 1.2222e+20 atoms/(m2 s)
vacuum recession speed = 1.5353 nm/s
vapour/solid density ratio = 9.33e-12
CASE A: r0 = 1000 nm, gas 1e-06 Torr
  ell = 9.238e+11 nm, r0/ell = 1.08e-09
  lifetime = 651.3 s
  r/r0 at half lifetime = 0.5000
  life guess/true, r^2 line = 0.526
  life guess/true, r line = 1.000
CASE B: r0 = 1000 nm, gas 760 Torr
  ell = 1216 nm, r0/ell = 0.823
  lifetime = 919.3 s
  r/r0 at half lifetime = 0.5714
  life guess/true, r^2 line = 0.660
  life guess/true, r line = 1.268
CASE C: r0 = 100000 nm, gas 760 Torr
  ell = 1216 nm, r0/ell = 82.3
  lifetime = 2.744e+06 s
  r/r0 at half lifetime = 0.7036
  life guess/true, r^2 line = 0.988
  life guess/true, r line = 1.926
RANDOM FLIGHTS: mean free path/r, escape, series law
   0.03  0.0393  0.0385  ratio 1.023
   0.10  0.1239  0.1176  ratio 1.054
   1.00  0.6517  0.5714  ratio 1.140
  10.00  0.9637  0.9302  ratio 1.036
NEGLECTED EFFECTS, CASE A
isothermal time to 0.1 r0 = 586.2 s
emissivity constant: time to 0.1 r0 = 629.9 s
  cooling at 0.1 r0 = 3.12 K
  time share to 0.55 r0 = 0.5000
emissivity prop. to r: time to 0.1 r0 = 691.2 s
  cooling at 0.1 r0 = 20.97 K
  time share to 0.55 r0 = 0.4656
curvature length = 2.100 nm
curvature shortens life by 1.38 %
10 K hotter: speed up by 25.6 %
vapour mean free path/r0 = 3.37e+06
```
